# Dipole Spectrum of the Fock-Darwin Dot and Its Cyclotron Limit: a program that tests the result

```python
# Result under test: the Fock-Darwin dot (electron of charge -e and mass m in
# the plane, potential m w0^2 r^2/2, magnetic field B along +z) has two dipole
# lines, w_plus = W + wc/2 and w_minus = W - wc/2, where wc = e B/(m c) and
# W = sqrt(w0^2 + wc^2/4).  Counterclockwise light drives w_plus, clockwise
# light drives w_minus.  Net oscillator strengths for x-polarized light are
# w_plus/(2W) and w_minus/(2W); for matching circular light, twice these.
# Tests use units hbar = m = w0 = 1; the worked example uses Gaussian units.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def formula(w0, wc):
    """Return W, w_plus, w_minus from the derived expressions."""
    W = np.sqrt(w0**2 + wc**2 / 4)
    return W, W + wc / 2, W - wc / 2


def diagonalize(wc, max_quanta=24):
    """Energies and x, y matrices from the kinetic-momentum Hamiltonian.

    The Cartesian oscillator basis has a frequency different from W.
    One extra level per direction makes the projected squares exact.
    """
    size = max_quanta + 2
    basis_freq = 0.8 * (1 + wc / 2)
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    q = (lower + lower.T) / np.sqrt(2 * basis_freq)
    p = 1j * np.sqrt(basis_freq / 2) * (lower.T - lower)
    one = np.eye(size)
    X, Y = np.kron(q, one), np.kron(one, q)
    kin_x = np.kron(p, one) - wc / 2 * Y
    kin_y = np.kron(one, p) + wc / 2 * X
    H = (kin_x @ kin_x + kin_y @ kin_y + X @ X + Y @ Y) / 2
    nx, ny = np.divmod(np.arange(size**2), size)
    keep = np.flatnonzero(nx + ny <= max_quanta)
    cut = np.ix_(keep, keep)
    energy, vec = np.linalg.eigh(H[cut])
    return (energy, vec.conj().T @ X[cut] @ vec,
            vec.conj().T @ Y[cut] @ vec)


def ground_line(energy, operator):
    """Total squared element, mean frequency and width from the ground state."""
    weight = abs(operator[:, 0])**2
    gap = energy - energy[0]
    total = weight.sum()
    mean = (weight * gap).sum() / total
    width = np.sqrt((weight * (gap - mean)**2).sum() / total)
    return total, mean, width


# Worked example: input parameters and Gaussian constants
mass_ratio = 0.07
conf_meV = 4.0
field_kG = 30.0
c_cgs = const.c * 100
e_esu = const.e * const.c * 10
m_g = mass_ratio * const.m_e * 1000
hbar_cgs = const.hbar * 1e7
meV_erg = const.e * 1e-3 * 1e7


def cyclotron_meV(kilogauss):
    return hbar_cgs * e_esu * kilogauss * 1e3 / (m_g * c_cgs) / meV_erg


# Test 1: line positions, single-line character and strengths at each field
table_fields = [0.0, 10.0, 30.0, 100.0]
worst_line = worst_strength = 0.0
for kG in table_fields:
    wc = cyclotron_meV(kG) / conf_meV
    W, w_plus, w_minus = formula(1.0, wc)
    energy, x, y = diagonalize(wc)
    for operator, w in ((x + 1j * y, w_plus), (x - 1j * y, w_minus)):
        total, mean, width = ground_line(energy, operator)
        assert width < 1e-5
        assert abs(total - 1 / W) < 1e-7
        worst_line = max(worst_line, abs(mean - w))
        worst_strength = max(worst_strength,
                             abs(mean * total / 2 - w / (2 * W)))
assert worst_line < 1e-7 and worst_strength < 1e-7

# Test 2: levels, and all transitions from an excited state (n_R=1, n_L=2)
wc = cyclotron_meV(field_kG) / conf_meV
W, w_plus, w_minus = formula(1.0, wc)
energy, x, y = diagonalize(wc)
levels = sorted(w_plus * (r + 0.5) + w_minus * (l + 0.5)
                for r in range(15) for l in range(15))
level_error = np.max(abs(energy[:12] - levels[:12]))
assert level_error < 1e-7
start = np.argmin(abs(energy - (1.5 * w_plus + 2.5 * w_minus)))
gap = energy - energy[start]
circ = abs((x + 1j * y)[:, start])**2
up_R = abs(gap - w_plus) < 1e-5
down_L = abs(gap + w_minus) < 1e-5
assert abs(circ[up_R].sum() - 2 / W) < 1e-6
assert abs(circ[down_L].sum() - 2 / W) < 1e-6
assert circ[~(up_R | down_L)].sum() < 1e-6

# Test 3: net x-polarized strengths and sum rule, ground and excited state
net_strengths = []
for state in (0, start):
    gap = energy - energy[state]
    f_x = 2 * gap * abs(x[:, state])**2
    net_plus = f_x[abs(abs(gap) - w_plus) < 1e-5].sum()
    net_minus = f_x[abs(abs(gap) - w_minus) < 1e-5].sum()
    assert abs(net_plus - w_plus / (2 * W)) < 1e-6
    assert abs(net_minus - w_minus / (2 * W)) < 1e-6
    assert abs(f_x.sum() - 1) < 1e-6
    net_strengths.append((net_plus, net_minus))

# Test 4: absorbed power and rotation sense from Newton's equation with the
# Lorentz force; the finite damping leaves an error of the order of damping
damping = 2e-4


def absorbed_power(w, sense):
    diag = 1 - w**2 - 1j * damping * w
    matrix = np.array([[diag, -1j * w * wc], [1j * w * wc, diag]])
    field = np.array([1, 1j * sense])   # sense +1: counterclockwise
    position = np.linalg.solve(matrix, -field)
    velocity = -1j * w * position
    return 0.5 * np.real(np.vdot(-field, velocity))


power_ratio = []
for sense, w in ((1, w_plus), (-1, w_minus)):
    other = w_minus if sense == 1 else w_plus
    edges = [0.0, 60.0]
    for centre in (w, other):
        edges += [centre + k * damping for k in (-300, -20, 0, 20, 300)]
    edges = sorted(edges)
    area = sum(quad(absorbed_power, a, b, args=(sense,), limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))
    power_ratio.append(area / (np.pi / 2 * w / W))
    assert abs(power_ratio[-1] - 1) < 2e-3

# Test 5: cyclotron limit, diagonalization against leading asymptotic forms;
# the tolerances are the size of the next order in (w0/wc)^2
for strong in (10.0, 20.0):
    eps = 1 / strong**2
    en, xs, ys = diagonalize(strong)
    tot_p, line_p, _ = ground_line(en, xs + 1j * ys)
    tot_m, line_m, _ = ground_line(en, xs - 1j * ys)
    assert abs(line_p - (strong + 1 / strong)) < 2 * eps**2 * strong
    assert abs(line_m - 1 / strong) < 2 * eps**2 * strong
    assert abs(line_m * tot_m / 2 - eps) < 4 * eps**2
    assert abs(line_p * tot_p / 2 - (1 - eps)) < 4 * eps**2
    assert abs(tot_p - tot_m) < 1e-7

# Worked example in physical units
hwc = cyclotron_meV(field_kG)
hW, h_plus, h_minus = formula(conf_meV, hwc)
length_nm = np.sqrt(hbar_cgs**2 / (m_g * hW * meV_erg)) * 1e7
to_THz = meV_erg / (2 * np.pi * hbar_cgs) / 1e12
area_unit = (2 * np.pi**2 * e_esu**2 * hbar_cgs / (m_g * c_cgs)
             / meV_erg * 1e14)
print("INPUT")
print(f"mass / electron mass = {mass_ratio:.2f}")
print(f"hbar*omega0 = {conf_meV:.3f} meV")
print(f"B = {field_kG:.1f} kG")
print("RESULTS AT THIS FIELD")
print(f"hbar*omega_c = {hwc:.4f} meV")
print(f"hbar*Omega = {hW:.4f} meV")
print(f"length l = sqrt(hbar/(m Omega)) = {length_nm:.3f} nm")
print(f"squared element of x, each line, l^2/4 = {length_nm**2/4:.2f} nm^2")
for name, h in (("upper", h_plus), ("lower", h_minus)):
    print(f"{name} line energy = {h:.4f} meV")
    print(f"{name} line frequency = {h*to_THz:.4f} THz")
    print(f"{name} strength, x-polarized = {h/(2*hW):.4f}")
    print(f"{name} strength, matching circular = {h/hW:.4f}")
    print(f"{name} integrated cross-section, matching circular = "
          f"{area_unit*h/hW:.2f} nm^2 meV")
print(f"cross-section for unit strength = {area_unit:.2f} nm^2 meV")
print("FIELD TABLE: B(kG), hbar*omega_c, upper, lower (meV), f+, f- (x-pol.)")
for kG in table_fields:
    hc = cyclotron_meV(kG)
    a, b, d = formula(conf_meV, hc)
    print(f"{kG:6.1f} {hc:9.4f} {b:9.4f} {d:9.4f} "
          f"{b/(2*a):8.4f} {d/(2*a):8.4f}")
hc = cyclotron_meV(table_fields[-1])
print(f"STRONG-FIELD ESTIMATES AT {table_fields[-1]:.0f} kG")
print(f"upper, omega_c + omega0^2/omega_c: {hc + conf_meV**2/hc:.4f} meV")
print(f"lower, omega0^2/omega_c: {conf_meV**2/hc:.4f} meV")
print(f"lower strength, (omega0/omega_c)^2: {(conf_meV/hc)**2:.4f}")
print("CHECKS (frequencies in units of omega0)")
print(f"largest line-position error, diagonalization: {worst_line:.1e}")
print(f"largest strength error, diagonalization: {worst_strength:.1e}")
print(f"largest error of the lowest 12 levels: {level_error:.1e}")
for label, pair in zip(("ground state", "n_R=1, n_L=2"), net_strengths):
    print(f"net f+, f- from {label}: {pair[0]:.4f}, {pair[1]:.4f}")
print(f"damping rate in Newton test = {damping:.1e} omega0")
print(f"Newton power / formula, counterclockwise: {power_ratio[0]:.5f}")
print(f"Newton power / formula, clockwise: {power_ratio[1]:.5f}")
print("done: every assertion held")
```

It prints:

```
INPUT
mass / electron mass = 0.07
hbar*omega0 = 4.000 meV
B = 30.0 kG
RESULTS AT THIS FIELD
hbar*omega_c = 4.9615 meV
hbar*Omega = 4.7068 meV
length l = sqrt(hbar/(m Omega)) = 15.208 nm
squared element of x, each line, l^2/4 = 57.82 nm^2
upper line energy = 7.1875 meV
upper line frequency = 1.7379 THz
upper strength, x-polarized = 0.7635
upper strength, matching circular = 1.5271
upper integrated cross-section, matching circular = 239.44 nm^2 meV
lower line energy = 2.2261 meV
lower line frequency = 0.5383 THz
lower strength, x-polarized = 0.2365
lower strength, matching circular = 0.4729
lower integrated cross-section, matching circular = 74.16 nm^2 meV
cross-section for unit strength = 156.80 nm^2 meV
FIELD TABLE: B(kG), hbar*omega_c, upper, lower (meV), f+, f- (x-pol.)
   0.0    0.0000    4.0000    4.0000   0.5000   0.5000
  10.0    1.6538    4.9115    3.2577   0.6012   0.3988
  30.0    4.9615    7.1875    2.2261   0.7635   0.2365
 100.0   16.5382   17.4549    0.9166   0.9501   0.0499
STRONG-FIELD ESTIMATES AT 100 kG
upper, omega_c + omega0^2/omega_c: 17.5057 meV
lower, omega0^2/omega_c: 0.9675 meV
lower strength, (omega0/omega_c)^2: 0.0585
CHECKS (frequencies in units of omega0)
largest line-position error, diagonalization: 2.2e-14
largest strength error, diagonalization: 4.8e-15
largest error of the lowest 12 levels: 1.7e-14
net f+, f- from ground state: 0.7635, 0.2365
net f+, f- from n_R=1, n_L=2: 0.7635, 0.2365
damping rate in Newton test = 2.0e-04 omega0
Newton power / formula, counterclockwise: 0.99996
Newton power / formula, clockwise: 1.00010
done: every assertion held
```
